# Raman optical activity: angular dependence and the axial bond-polarizability model

A chiral molecule can show almost no difference between its forward Raman scattering in right and in left circularly polarized light, even when the difference in backward scattering is clear. Without knowing how the optical activity tensors enter at each scattering angle, one could take this near-null result for absence of chirality, or collect light where the signal is weak. The angular law below shows when forward scattering is blind and where the signal is largest. It also shows that the largest intensity difference and the largest normalized difference need not lie at the same angle.

Take randomly oriented molecules with real, non-degenerate states, far from resonance. Let $\boldsymbol\mu$, $\mathbf m$ and $\Theta_{ab}$ be the electric dipole, magnetic dipole and traceless electric quadrupole, the last defined with the factor $3/2$. The interaction is $-\mu_aE_a-m_aB_a-\frac13\Theta_{ab}\partial_aE_b$; repeated indices are summed. For a perturbation $-YF(t)$ with $F=\mathrm{Re}\,F_0e^{-i\omega t}$, first-order perturbation theory gives an observable $X$ the oscillating amplitude

$$X=\frac1\hbar\sum_j\left[\frac{X_{0j}Y_{j0}}{\omega_j-\omega}+\frac{Y_{0j}X_{j0}}{\omega_j+\omega}\right]F_0 .$$

With real states, $\mu$ and $\Theta$ have real matrix elements, so the two numerators are equal and the fractions add to $2\omega_j/(\omega_j^2-\omega^2)$. This defines the real tensors $\alpha_{ab}$ (dipole–dipole, symmetric) and $A_{a,bc}$ (dipole–quadrupole, symmetric in $bc$). The elements of $m$ are imaginary, so with one factor $\mu$ and one factor $m$ the numerators are opposite and the fractions subtract to $2\omega/(\omega_j^2-\omega^2)$. With

$$G'_{ab}=-\frac2\hbar\sum_j\frac{\omega}{\omega_j^2-\omega^2}\,\mathrm{Im}\,(\mu_{a,0j}\,m_{b,j0})$$

the induced amplitudes are

$$\mu_a=\alpha_{ab}E_b+\tfrac13A_{a,bc}\partial_bE_c-iG'_{ab}B_b,\qquad m_a=iG'_{ba}E_b,\qquad \Theta_{ab}=A_{c,ab}E_c .$$

In the Placzek approximation a vibrational fundamental has the same form, with each tensor replaced by its derivative along the normal coordinate $Q$. The common vibrational matrix element cancels from ratios. From here on the tensors mean these derivatives.

Let the incident wave have direction $\mathbf n$, polarization $\mathbf e$ and $k=\omega/c$. At the molecule $\partial_bE_c=ikn_be_c$ and $\mathbf B=\mathbf n\times\mathbf e/c$. The field radiated along $\mathbf n'$ is found by projecting the source current on a plane wave leaving in that direction. Apart from a common factor it is the part transverse to $\mathbf n'$ of $\boldsymbol\mu-\mathbf n'\times\mathbf m/c-\frac{ik}{3}\Theta\mathbf n'$. The Raman shift is neglected in $k$ for now. Inserting the moments gives a scattering tensor $\alpha_{ab}+ib_{ab}$ acting on $e_b$, with

$$c\,b_{ab}=\tfrac\omega3\left(A_{a,bc}n_c-A_{b,ac}n'_c\right)-\epsilon_{cdb}n_dG'_{ac}-\epsilon_{adc}n'_dG'_{bc}.$$

The terms with $\mathbf n$ come from field variation across the molecule, those with $\mathbf n'$ from multipole emission.

For light along $+z$ take $\mathbf e_R=(\hat{\mathbf x}-i\hat{\mathbf y})/\sqrt2$, which turns clockwise for an observer facing the source, and $\mathbf e_L=\mathbf e_R^*$. Then

$$e_be_c^*=\tfrac12\left(\delta_{bc}-n_bn_c\pm i\epsilon_{bch}n_h\right),$$

with the upper sign for right. The detector accepts all polarizations, so its projector is $P_{af}=\delta_{af}-n'_an'_f$. In $I_R-I_L$ only the last term survives. The product $\alpha_{ab}\alpha_{fc}P_{af}$ is symmetric in $bc$ and vanishes against $\epsilon_{bch}$. To first order in $b$ there remains $i(b_{ab}\alpha_{fc}-\alpha_{ab}b_{fc})$. Multiplying by $i$ and exchanging $a\leftrightarrow f$, $b\leftrightarrow c$ in the first term makes the two terms equal:

$$I_R-I_L=2n_h\epsilon_{hbc}P_{af}\,\langle\alpha_{ab}b_{fc}\rangle .$$

The brackets mean the orientational average. The sum contains $Q_{bc}=\delta_{bc}-n_bn_c$ instead: $I_R+I_L=P_{af}Q_{bc}\langle\alpha_{ab}\alpha_{fc}\rangle$ at leading order.

Write $\alpha$ and $G'$ without indices for one third of the traces, and define

$$\beta(\alpha)^2=\tfrac12(3\alpha_{ab}\alpha_{ab}-\alpha_{aa}\alpha_{bb}),\quad \beta(G')^2=\tfrac12(3\alpha_{ab}G'_{ab}-\alpha_{aa}G'_{bb}),\quad \beta(A)^2=\tfrac\omega2\alpha_{ab}\epsilon_{acd}A_{c,db}.$$

Despite the superscripts, the last two can be negative; they change sign between mirror images. Let $S_{ab}=\alpha_{ab}-\alpha\delta_{ab}$. For a symmetric traceless $C$, an isotropic average with the right symmetry and zero traces must be

$$\langle S_{ab}C_{cd}\rangle=\frac{S{:}C}{10}\left(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}-\tfrac23\delta_{ab}\delta_{cd}\right),$$

where $S{:}C=S_{ab}C_{ab}$. Contracting with $\delta_{ac}\delta_{bd}$ gives $9+3-2=10$, which fixes the factor. From the definitions, $S{:}S=\frac23\beta(\alpha)^2$ and $S{:}G'=\frac23\beta(G')^2$. An antisymmetric part of $G'$ averages to zero against $\alpha$.

Let $x=\mathbf n\cdot\mathbf n'=\cos\xi$. Since $P_{aa}=Q_{aa}=2$ and $P_{ab}Q_{ab}=1+x^2$, the anisotropic bracket contracted with $P_{af}Q_{bc}$ gives $4+(1-\frac23)(1+x^2)=(13+x^2)/3$. Hence

$$I_R+I_L=\alpha^2(1+x^2)+\tfrac1{45}\beta(\alpha)^2(13+x^2).$$

For the incident-side $G'$ term, $\epsilon_{hbc}\epsilon_{gdc}=\delta_{hg}\delta_{bd}-\delta_{hd}\delta_{bg}$ turns the difference into $\frac2cP_{af}Q_{bg}\langle\alpha_{ab}G'_{fg}\rangle$. This is the contraction just done, so the result is

$$\frac2c\left[\alpha G'(1+x^2)+\tfrac1{45}\beta(G')^2(13+x^2)\right].$$

In the detector-side $G'$ term $P$ may be dropped, because $\mathbf n'\times\mathbf m$ is already transverse. It is $-\frac2cn_hn'_d\epsilon_{hbc}\epsilon_{adg}\langle\alpha_{ab}G'_{cg}\rangle$. The isotropic part has $\epsilon_{hac}\epsilon_{adc}=-2\delta_{hd}$ and gives $4x\alpha G'/c$. In the anisotropic part the three terms of the bracket give $2$, $0$ and $\frac43$ times $\delta_{hd}$. The sum $\frac{10}3$ leads to $-\frac{4x}{9c}\beta(G')^2$.

For $A$, the average with the isotropic part of $\alpha$ vanishes: an isotropic third-rank tensor is proportional to $\epsilon$, whereas $A$ is symmetric in its last two indices. A vector combined with a symmetric traceless tensor contains ranks 1, 2 and 3 once each, and only rank 2 can average with $S$ to something nonzero. Let $C_{ab}$ be the symmetric part of $\epsilon_{acd}A_{c,db}$; its trace is zero and $S{:}C=2\beta(A)^2/\omega$. The rank-2 part of $A$ is

$$A_{f,cd}\to\tfrac13\left(\epsilon_{fcg}C_{gd}+\epsilon_{fdg}C_{gc}\right).$$

Applying $\epsilon_{afc}$ to the parentheses gives $2C_{ad}+C_{ad}$, hence the factor $\frac13$. Put $s=S{:}C$; a useful contraction is $\langle S_{ab}C_{bd}\rangle=\frac s3\delta_{ad}$. The incident-side part of the difference becomes

$$\frac{2\omega}{9c}n_hn_d\epsilon_{hbc}P_{af}\langle S_{ab}(\epsilon_{fcg}C_{gd}+\epsilon_{fdg}C_{gc})\rangle .$$

In the first term $\epsilon_{hbc}\epsilon_{fcg}=-\delta_{hf}\delta_{bg}+\delta_{hg}\delta_{bf}$. With $n_aP_{ab}n_b=1-x^2$, its two pieces are $-\frac s3(1-x^2)$ and $\frac s{10}[2(1-x^2)-\frac43]$. In the second term the three parts of the average give $0$, $1+x^2$ and $\frac23(1+x^2)$, together $\frac s6(1+x^2)$. The total is $\frac s{10}(3x^2-1)$, so the contribution is $\frac2{45c}(3x^2-1)\beta(A)^2$.

The detector-side part is

$$-\frac{2\omega}{9c}n_hn'_d\epsilon_{hbc}P_{af}\langle S_{ab}(\epsilon_{cfg}C_{gd}+\epsilon_{cdg}C_{gf})\rangle .$$

Here $P\mathbf n'=0$. The first term uses $\epsilon_{hbc}\epsilon_{cfg}=\delta_{hf}\delta_{bg}-\delta_{hg}\delta_{bf}$ and leaves $\frac{2}{15}sx$. The second uses $\delta_{hd}\delta_{bg}-\delta_{hg}\delta_{bd}$ and leaves $\frac23sx-\frac15sx$. The total $\frac35sx$ gives $-\frac{12x}{45c}\beta(A)^2$.

Multiplying all intensities by the common factor 45 collects the result:

$$I_R-I_L=\frac1c\left[90(1+x)^2\alpha G'+(26-20x+2x^2)\beta(G')^2+(6x^2-12x-2)\beta(A)^2\right],$$

$$I_R+I_L=45\alpha^2(1+x^2)+(13+x^2)\beta(\alpha)^2 .$$

With $\Delta=(I_R-I_L)/(I_R+I_L)$, forward and backward scattering give

$$\Delta(0^\circ)=\frac{4[45\alpha G'+\beta(G')^2-\beta(A)^2]}{c[45\alpha^2+7\beta(\alpha)^2]},\qquad \Delta(180^\circ)=\frac{24[\beta(G')^2+\frac13\beta(A)^2]}{c[45\alpha^2+7\beta(\alpha)^2]}.$$

The isotropic term vanishes backward. When $\beta(G')^2$ and $\beta(A)^2$ have equal sign, their terms oppose each other forward and add backward.

Now let the polarizability be a sum over bonds, each a polarizable point at $\mathbf R$ with symmetric $\alpha^{\rm bond}$. Its displaced oscillating dipole has $\mathbf m=\frac12\mathbf R\times\dot{\boldsymbol\mu}$, with $\dot{\boldsymbol\mu}=-i\omega\boldsymbol\mu$. Comparing with $m_b=iG'_{ab}E_a$, and using the definition of $\Theta$, a bond contributes to the undifferentiated tensors

$$G'_{ab}=-\tfrac\omega2\epsilon_{bcd}R_c\alpha^{\rm bond}_{da},\qquad A_{a,bc}=\tfrac32(R_b\alpha^{\rm bond}_{ac}+R_c\alpha^{\rm bond}_{ab})-\delta_{bc}R_d\alpha^{\rm bond}_{da}.$$

Differentiation along $Q$ produces terms of the same form with $(\mathbf R,\alpha^{\rm bond})$ replaced by a vector $\mathbf V$ and a symmetric tensor $W$: either the position with the derivative of the polarizability, or the derivative of the position with the polarizability. For each term the trace of $G'$ is proportional to $\epsilon_{acd}W_{da}=0$, so $\alpha G'=0$. With the molecular derivative $\alpha_{ab}$,

$$\beta(G')^2=-\tfrac{3\omega}4\sum\alpha_{ab}\epsilon_{bcd}V_cW_{da}.$$

In $\beta(A)^2$ the piece with $V_bW_{cd}$ vanishes because $\epsilon_{acd}W_{cd}=0$, and the $\delta_{db}$ piece because $\epsilon_{acb}\alpha_{ab}=0$. What remains is $\frac{3\omega}4\sum\alpha_{ab}\epsilon_{acd}V_dW_{cb}$. Exchanging $a\leftrightarrow b$ and then $c\leftrightarrow d$ reverses the sign of $\epsilon$ and reproduces the expression for $\beta(G')^2$. Therefore $\beta(A)^2=\beta(G')^2$.

So far the bonds need not be axial. A real bond, however, also has its own $G'$ and $A$ about its local origin, and axial symmetry is enough to remove their effect. For an achiral bond with axis $\mathbf u$ and all mirror planes containing it, the allowed forms are

$$G'_{ab}=g\,\epsilon_{abc}u_c,\qquad A_{a,bc}=a_1u_a(\tfrac32u_bu_c-\tfrac12\delta_{bc})+a_2(u_b\delta_{ac}+u_c\delta_{ab}-2u_au_bu_c).$$

The first is antisymmetric. For the second, $\epsilon_{acd}A_{c,db}=-\frac{a_1}2\epsilon_{acb}u_c+a_2\epsilon_{abd}u_d$ is antisymmetric too. Differentiation changes the coefficients and turns $\mathbf u$, but preserves antisymmetry, so both drop out against the symmetric $\alpha_{ab}$. The additive axial model therefore gives

$$I_R-I_L=\frac8c(1-x)(3-x)\,\beta(G')^2 .$$

This vanishes at $x=1$. Since $\frac{d}{dx}(1-x)(3-x)=2x-4<0$, its magnitude grows steadily with angle and is largest at $180^\circ$, where the factor is $64$; at $90^\circ$ it is $24$.

Phases explain the forward zero. Bond dipoles scatter with the amplitude tensor $\partial_Q\sum\alpha^{\rm bond}e^{i\mathbf q\cdot\mathbf R}$, where $\mathbf q=k\mathbf n-k'\mathbf n'$. If $k'=k$, then $\mathbf q=0$ forward: the light carries no information about where the bonds sit, and a real symmetric tensor cannot distinguish the two circular polarizations. With a Raman shift, $\mathbf q$ is $(k-k')\mathbf n$ forward and $(k+k')\mathbf n$ backward. The projector $P$ is the same in both directions and the signal is linear in $\mathbf q$ at leading order. With this amplitude the forward intensity difference is thus $(k-k')/(k+k')$ times the backward one. The amplitude treats the bonds as statically displaced. A moving bond also feels $\mathbf v\times\mathbf B$, and its moving dipole carries an extra current. Both terms are of order $(k-k')\,\partial_Q\mathbf R$, the same order as the forward remainder. They hardly affect backward scattering, but they make the forward-to-backward ratio depend on the mode, even in sign. Only the order of the remainder, first in $k-k'$, is general.

The ratio $\Delta$ needs more care, because the total intensity also depends on angle. Put $p=45\alpha^2$, $b=\beta(\alpha)^2$, $M=p+13b$ and $N=p+b$. Then $\Delta\propto(3-4x+x^2)/(M+Nx^2)$, and the numerator of its derivative is

$$(2x-4)(M+Nx^2)-2Nx(3-4x+x^2)=4Nx^2+(2M-6N)x-4M .$$

This convex quadratic equals $-2(M+N)<0$ at $x=1$ and $4p-68b$ at $x=-1$. If $p\le17b$, it is nowhere positive between the ends, and $|\Delta|$ peaks backward. If $p>17b$, it changes sign once and the peak lies at an interior angle. The statement that the backward signal is maximal thus holds for the intensity difference in this model, but for $\Delta$ only when $45\alpha^2\le17\beta(\alpha)^2$.

As an example take a chain of four equal atoms of mass 15 u, with bond lengths 1.5 Å, bond angles $110^\circ$ and dihedral angle $+60^\circ$, at a wavelength of 532 nm. All parameters are chosen round values. Springs of 500, 60 and 20 N/m act between first, second and third neighbours. Each bond has polarizability 1.5 Å$^3$ along its axis and 0.6 Å$^3$ across it, with length derivatives 2.0 and 0.6 Å$^2$. Polarizabilities are expressed as volumes, and invariants, with $1/c$ included where it belongs, in Å$^4$/u.

The lowest mode, at 109 cm$^{-1}$, has $\alpha^2=1.021\times10^{-4}$, $\beta(\alpha)^2=0.19626$ and $\beta(G')^2/c=\beta(A)^2/c=-5.747\times10^{-5}$. Backward scattering therefore gives

$$\Delta(180^\circ)=\frac{64(-5.747\times10^{-5})}{90(1.021\times10^{-4})+14(0.19626)}=\frac{-3.678\times10^{-3}}{2.757}=-1.33\times10^{-3}.$$

At $90^\circ$ the intensity difference is $24/64=0.375$ of this, and $\Delta=-5.4\times10^{-4}$. Summing the bond phases over orientations, without using $G'$ or $A$, gives the same backward value to the printed digits. With the Raman shift included in the phases alone, the forward-to-backward ratio is 0.0029 and $\Delta(0^\circ)=-3.9\times10^{-6}$; the velocity terms change these to 0.0016 and $-2.1\times10^{-6}$. The forward signal is small, but no longer zero.

The mode at 977 cm$^{-1}$ shows the other case. Its isotropic scattering is strong, with $45\alpha^2/\beta(\alpha)^2\approx275$, far above 17. The largest $|\Delta|$ lies at $130^\circ$. There $x=-0.643$, and with $\alpha^2=0.3356$, $\beta(\alpha)^2=0.0549$ and $\beta(G')^2/c=6.448\times10^{-5}$ the formulas give $3.09\times10^{-3}/22.1=1.40\times10^{-4}$, against $1.33\times10^{-4}$ backward. The intensity difference itself is still largest backward; towards $130^\circ$ the total intensity falls faster than the difference does. The other five modes satisfy the condition and have their largest $|\Delta|$ at $180^\circ$.

The forward zero is a property of the model, not of chiral molecules in general. Suppose the middle bond carries a local $G'_{ab}/c=\gamma(u_an_b+n_au_b)$, where $\mathbf u$ is its direction and $\mathbf n$ now denotes the cross product of the first two bond directions. This group has a mirror plane and is achiral, but it is not axial, and its $G'$ is symmetric. With the chosen $\gamma=5.9\times10^{-4}$ Å$^3$, the mode at 261 cm$^{-1}$ acquires $\Delta(0^\circ)=-1.5\times10^{-4}$, comparable in size with its backward value of $2.3\times10^{-4}$ in the axial model. The backward value changes too: the coefficient of $\beta(G')^2$ is 48 there against 8 forward, so the change is six times as large and gives $\Delta(180^\circ)=-6.6\times10^{-4}$. Apart from the remainder due to the Raman shift, which is of first order in $k-k'$ but is not a fixed fraction of the backward intensity difference, a forward signal from a molecule that meets the general assumptions therefore points to something beyond additive axial bonds. Close to resonance the real, symmetric polarizability assumed here is no longer assured, so the derivation given here establishes neither the general formula nor the forward zero in that case. The numerical output lists the values for all six modes.

## Values computed for the example and the checks

```
wavelength = 532 nm; k = 1.181050e-03 1/angstrom
atom mass = 15 u; bond length = 1.5 angstrom
bond angle = 110 deg; dihedral = +60 deg
springs: bond 500, 1-3 60, 1-4 20 N/m
bond polarizability: parallel 1.5, perpendicular 0.6 angstrom^3
length derivatives: parallel 2.0, perpendicular 0.6 angstrom^2
random tensors, worst relative error of formula = 4.9e-16
mode: wavenumber (1/cm); alpha^2, beta(alpha)^2 (angstrom^4/u)
  1: 109.0; 1.02092e-04, 1.96255e-01
  2: 260.8; 2.21292e-03, 1.27101e-01
  3: 331.5; 2.19128e-24, 2.51375e-01
  4: 977.0; 3.35593e-01, 5.49368e-02
  5: 1075.8; 8.76512e-24, 2.50295e-01
  6: 1187.3; 1.34313e-02, 2.71471e-01
mode: beta(G')^2/c, beta(A)^2/c (angstrom^4/u)
  1: -5.74704e-05, -5.74704e-05
  2: +7.14718e-06, +7.14718e-06
  3: -1.87699e-05, -1.87699e-05
  4: +6.44781e-05, +6.44781e-05
  5: -4.34680e-05, -4.34680e-05
  6: -6.07770e-06, -6.07770e-06
mode: Delta(180), same from phase sum, Delta(90) (dimensionless)
  1: -1.3342e-03, -1.3342e-03, -5.3965e-04
  2: +2.3119e-04, +2.3119e-04, +9.7913e-05
  3: -3.4134e-04, -3.4134e-04, -1.3785e-04
  4: +1.3323e-04, +1.3323e-04, +9.7843e-05
  5: -7.9391e-04, -7.9389e-04, -3.2062e-04
  6: -7.7648e-05, -7.7648e-05, -3.5288e-05
mode: 45 alpha^2/beta(alpha)^2 (dimensionless); angle of largest |Delta|,
      from formula and from scan in 2.5 deg steps (deg)
  1: 0.023; 180.0, 180.0
  2: 0.783; 180.0, 180.0
  3: 0.000; 180.0, 180.0
  4: 274.892; 130.0, 130.0
  5: 0.000; 180.0, 180.0
  6: 2.226; 180.0, 180.0
largest |Delta(0)| of all modes = 8.3e-16 (dimensionless)
mode with largest |Delta(180)| = 1 (number)
  its I_R-I_L at 180 deg = -3.67811e-03 angstrom^4/u
  its I_R+I_L at 180 deg = 2.75675e+00 angstrom^4/u
  its I_R-I_L at 90 deg = -1.37929e-03 angstrom^4/u
  with Raman shift: Delta(0) = -3.869e-06 (dimensionless)
  forward/backward difference, phase sum = 0.00291 (dimensionless)
  (k-k')/(k+k') = 0.00291 (dimensionless)
non-axial local G'/c coefficient = 5.9052e-04 angstrom^3
  Delta(0) then, mode 2 = -1.489e-04 (dimensionless)
```
